# How the solute reference state shifts an inhibitor's adsorption free energy

## Problem

An organic inhibitor dissolved in water adsorbs on steel. Its standard adsorption free energy may be referred to dissolved inhibitor at $c^\circ=1$ mol/L, giving $\Delta G_c$, or to dissolved inhibitor at unit mole fraction, giving $\Delta G_x$. The surface reference, the temperature and the measured coverage are the same in both cases.

(a) Derive $\Delta G_x-\Delta G_c$ for a dilute aqueous solution, with its sign, and show that its size at 298.15 K is about 10 kJ/mol. Water has density 997.05 g/L and molar mass 18.015 g/mol.

(b) Derive the Langmuir isotherm, and relate the equilibrium constants belonging to the two references.

(c) Suppose that each adsorbing molecule displaces one water molecule. Find what $\Delta G_x$ measures in a lattice model, and what happens if water too is referred to 1 mol/L.

(d) In a model of mild steel in hydrochloric acid, $4.00\times10^{-4}$ mol/L of inhibitor lowers the corrosion current density from 500 to 100 µA/cm². Find both free energies, taking the fractional fall in current as the coverage. What current follows if $\Delta G_x$ is combined with a concentration in mol/L?

(e) Estimate the main effects left out, and separate those that alter the shift from those that alter both free energies equally.

## Solution

### (a) The two reference states

The chemical potential $\mu$ of the dissolved inhibitor is a property of the solution. It cannot depend on how we describe the composition, so

$$
\mu=\mu_x^\circ+RT\ln(\gamma_x x)
=\mu_c^\circ+RT\ln\!\left(\gamma_c\frac{c}{c^\circ}\right).
$$

Here $x$ is the inhibitor's mole fraction, $c$ its molar concentration, and $\gamma_x$, $\gamma_c$ are activity coefficients. Both coefficients are defined to approach one at infinite dilution in water. The reference states are therefore extrapolations of dilute behaviour. The state at $x=1$ is not pure inhibitor, and the state at 1 mol/L need not be a solution that can be prepared.

Equating the two expressions gives

$$
\mu_x^\circ-\mu_c^\circ
=RT\ln\!\left(\frac{\gamma_c\,c}{\gamma_x\,x\,c^\circ}\right).
$$

The left side does not depend on composition, so the right side may be evaluated wherever it is easiest, which is at infinite dilution. There both activity coefficients are one, and only the limit of $c/x$ is needed.

Let the solution contain $n_i$ moles of inhibitor and $n_w$ moles of water. Let $c_w$ be the molar concentration of pure water, so that one mole of water occupies $1/c_w$, and let $v_i$ be the inhibitor's partial molar volume. Then

$$
x=\frac{n_i}{n_i+n_w},\qquad
c=\frac{n_i}{n_w/c_w+n_i v_i}.
$$

Dividing, and writing $r=n_i/n_w$,

$$
\frac{c}{x}=\frac{n_w+n_i}{n_w/c_w+n_i v_i}
=c_w\,\frac{1+r}{1+r c_w v_i}
\;\longrightarrow\; c_w\quad(r\to0).
$$

Hence $\mu_x^\circ-\mu_c^\circ=RT\ln(c_w/c^\circ)$. The mole-fraction reference has the higher chemical potential because it represents a much more concentrated hypothetical solution.

Adsorption takes the inhibitor from solution to the surface. With a common surface term $\mu_s^\circ$,

$$
\Delta G_x=\mu_s^\circ-\mu_x^\circ,\qquad
\Delta G_c=\mu_s^\circ-\mu_c^\circ.
$$

Subtracting removes $\mu_s^\circ$ and reverses the sign of the solution terms:

$$
\boxed{\Delta G_x-\Delta G_c=-RT\ln\!\left(\frac{c_w}{c^\circ}\right)}.
$$

For the numbers,

$$
c_w=\frac{997.05\ \text{g/L}}{18.015\ \text{g/mol}}=55.346\ \text{mol/L},
$$

$$
\Delta G_x-\Delta G_c=-(2.4790\ \text{kJ/mol})(4.0136)
=-9.95\ \text{kJ/mol}.
$$

This is $-0.103$ eV per molecule. The free energy becomes more negative, but no bond has become stronger: the starting level has been raised.

The limit was tested by differentiating the Gibbs energy of an ideal mixture numerically. One litre of water received 0.01 and then 0.001 mol of solute, with $v_i=0.15$ L/mol. The apparent values of $\mu_x^\circ-\mu_c^\circ$, obtained by setting $\gamma_c$ to one at finite concentration, were 9.9463 and 9.9492 kJ/mol, and the distance from the limiting value fell tenfold with the amount of solute. This agrees with the expansion

$$
RT\ln\frac{c}{x}\approx RT\ln c_w+RT\,r(1-c_wv_i),
$$

in which concentrations are understood as divided by $c^\circ$. The correction is linear in $r$, and negative here because a solute molecule takes up more volume than a water molecule.

### (b) The isotherm and its constants

Let $\theta$ be the fraction of surface sites occupied by inhibitor. Assume equivalent sites, one inhibitor per site, and no interaction between adsorbed molecules. An empty site means one covered by water. The energy of removing that water, and returning it to the liquid, is included in $\mu_s^\circ$.

Per mole of sites, the part of the free energy that depends on coverage is

$$
f(\theta)=\theta(\mu_s^\circ-\mu)
+RT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].
$$

The first term is the cost of bringing inhibitor from solution. The second is $-T$ times the entropy of arranging occupied and unoccupied sites. At equilibrium the derivative vanishes. The derivative of $\theta\ln\theta$ is $\ln\theta+1$, that of $(1-\theta)\ln(1-\theta)$ is $-\ln(1-\theta)-1$, and the constants cancel:

$$
\mu_s^\circ-\mu+RT\ln\frac{\theta}{1-\theta}=0.
$$

The second derivative, $RT/[\theta(1-\theta)]$, is positive, so this is a minimum. At $\theta=1/2$ the logarithm vanishes, which identifies $\mu_s^\circ$ as the adsorbate's chemical potential at half coverage.

For an ideal-dilute solution, inserting each form of $\mu$ gives

$$
\frac{\theta}{1-\theta}
=\frac{c}{c^\circ}e^{-\Delta G_c/RT}
=x\,e^{-\Delta G_x/RT}.
$$

Define $K_c$ and $K_x$ by $\theta/(1-\theta)=K_c c=K_x x$. Then

$$
\Delta G_c=-RT\ln(K_c c^\circ),\qquad
\Delta G_x=-RT\ln K_x,\qquad
K_x=K_c c_w,
$$

where the last relation uses $c=c_wx$. The constant $K_c$ has the unit L/mol, so $c^\circ$ is needed to make the logarithm's argument dimensionless. Taking $-RT$ times the logarithm of $K_x=(K_cc^\circ)(c_w/c^\circ)$ recovers the result of part (a).

Two limits help in reading the constants. At low coverage, $\theta\approx K_c c$, so $K_c$ is the initial slope. At half coverage, $c_{1/2}=1/K_c$, and therefore

$$
\Delta G_c=RT\ln\frac{c_{1/2}}{c^\circ},\qquad
\Delta G_x=RT\ln x_{1/2}.
$$

Each standard free energy measures, on a logarithmic scale, how far the half-coverage solution lies below the chosen reference. Moving the reference changes that distance but leaves the half-coverage solution where it was.

### (c) Exchange with water

Consider a surface of $M$ sites and a solution of $N$ sites, each holding one water or one inhibitor molecule. There are $I$ inhibitor molecules in all, of which $n$ are adsorbed. Let $\varepsilon$ be the molar free energy of exchanging a dissolved inhibitor with an adsorbed water, apart from the number of arrangements. The statistical weight of $n$ is

$$
W(n)=\binom{M}{n}\binom{N}{I-n}e^{-n\varepsilon/RT}.
$$

Taking the ratio of successive weights cancels most of the factorials:

$$
\frac{W(n+1)}{W(n)}
=\frac{M-n}{n+1}\,\frac{I-n}{N-I+n+1}\,e^{-\varepsilon/RT}.
$$

The weight is greatest where this ratio passes through one. For large numbers the added ones may be dropped. With $\theta=n/M$ and $x=(I-n)/N$, the condition becomes

$$
\frac{1-\theta}{\theta}\,\frac{x}{1-x}\,e^{-\varepsilon/RT}=1,
\qquad\text{or}\qquad
\frac{\theta}{1-\theta}=\frac{x}{1-x}e^{-\varepsilon/RT}.
$$

For $x\ll1$ this is the Langmuir law with $K_x=e^{-\varepsilon/RT}$, so $\Delta G_x=\varepsilon$. In this model the mole-fraction value is the exchange free energy itself, while $\Delta G_c$ also contains $RT\ln(c_w/c^\circ)$. The identification rests on equal site sizes and one-for-one exchange. It does not make the mole-fraction reference more correct for other systems.

A sum over every possible $n$ tested this without the large-number step. It used $M=40$, $N=10^{10}$, $\varepsilon=-33$ kJ/mol, and $I=5000$, 20000 and 80000. The coverages were 0.232, 0.547 and 0.829. Each case returned $\Delta G_x=-33.00$ and $\Delta G_c=-23.05$ kJ/mol.

So far water has kept its pure-liquid reference, for which its activity in dilute solution is one. Now write the exchange as

$$
\text{I(solution)}+\text{W(surface)}
\rightleftharpoons
\text{I(surface)}+\text{W(solution)}.
$$

If both dissolved species are referred to 1 mol/L, water contributes the factor $c_w/c^\circ$, and

$$
K_{\text{both}}
=\frac{\theta}{1-\theta}\,\frac{c_w/c^\circ}{c/c^\circ}
=\frac{\theta}{1-\theta}\,\frac{c_w}{c}=K_x.
$$

The free energy then equals $\Delta G_x$, although no mole fraction was used. This equality needs one-for-one exchange: if $m$ waters are released, $K_{\text{both}}=K_x(c_w/c^\circ)^{m-1}$. The factor from water has cancelled the factor from the inhibitor. A statement that the reference is 1 mol/L is thus incomplete until it says whether water is included. The shift in part (a) applies when the inhibitor's reference changes and water's does not.

### (d) The worked example

The coverage is

$$
\theta=1-\frac{100}{500}=0.800,
$$

and the Langmuir law gives

$$
K_c=\frac{0.800}{0.200\times4.00\times10^{-4}\ \text{mol/L}}
=1.00\times10^4\ \text{L/mol}.
$$

Multiplication by 55.346 mol/L gives $K_x=5.53\times10^5$. The free energies are

$$
\Delta G_c=-2.4790\ln(1.00\times10^4)=-22.8\ \text{kJ/mol},
$$

$$
\Delta G_x=-2.4790\ln(5.53\times10^5)=-32.8\ \text{kJ/mol}.
$$

Their difference is the shift found in part (a). Used consistently, the two descriptions predict the same surface. Minimizing $f(\theta)$ with $\Delta G_c$ and $c=4.00\times10^{-4}$ mol/L gives $\theta=0.80000$. With $\Delta G_x$ and $x=7.23\times10^{-6}$, the mole fraction computed with pure water as the solvent and the acid not counted, it gives 0.80001. The small difference comes from the finite concentration, treated in part (e).

If $\Delta G_x$ is wrongly paired with the number $c/c^\circ$, the predicted ratio of covered to uncovered sites is

$$
K_x\frac{c}{c^\circ}
=(5.53\times10^5)(4.00\times10^{-4})\approx221.
$$

The coverage becomes $221/222\approx0.9955$, and the current density $500(1-0.9955)\approx2.2$ µA/cm² in place of 100 µA/cm². The ratio of sites is wrong by the factor $c_w/c^\circ\approx55$. The current is wrong by a factor of about 44, because it depends on $1-\theta$ and not directly on that ratio.

The reference also matters when a free energy is used to judge the kind of bonding. A dividing line at $-30$ kJ/mol, for instance, would put these same data on opposite sides under the two conventions. Even with the reference stated, the free energy combines bonding, loss of hydration, displacement of water and entropy. It does not by itself distinguish physical from chemical adsorption.

### (e) What the example leaves out

**Effects on the shift or its use.** At finite dilution, a litre of solution contains approximately $c_w(1-cv_i)$ moles of water, so

$$
x=\frac{c}{c+c_w(1-cv_i)},\qquad
RT\ln\frac{xc_w}{c}\approx RT\,c\left(v_i-\frac1{c_w}\right).
$$

With $v_i=0.15$ L/mol this is 0.00013 kJ/mol, which is negligible. It is an error in replacing $x$ by $c/c_w$; the difference between the standard states is unaffected.

One may instead take the acid as the solvent and define infinite dilution in it. For 1 mol/L hydrochloric acid of rough density 1016 g/L, counting water and both ions gives 56.37 mol/L of particles. The shift becomes about $-10.0$ kJ/mol, a change of 0.04 to 0.05 kJ/mol; a density 1 to 2 g/L lower moves it from $-9.995$ to about $-9.99$ kJ/mol.

Temperature matters more. At 333.15 K, with water at 983.2 g/L, the shift is $-11.08$ kJ/mol. The factor $T$ accounts for the whole increase in size. The concentration of water falls by less than 2%, which offsets a small part of it. A correction of 10 kJ/mol should therefore not be carried unchanged through a series of temperatures.

**Effects on both free energies.** The following estimates are made one at a time, with the measured current held fixed.

*Repulsion.* Adding $w\theta^2/2$ to $f$ adds $w\theta$ to its derivative. This is a mean-field description. To keep the observed coverage, the standard free energy must change by $-w\theta$. For $w=3.0$ kJ/mol the change is $-2.4$ kJ/mol. Here $\mu_s^\circ$ refers to a hypothetical half-covered surface without repulsion; referred to the actual half-covered surface, the change would be $-w(\theta-1/2)=-0.9$ kJ/mol. Attraction would reverse the sign.

*Corrosion under the film.* If covered steel corrodes at a fraction $q=0.05$ of the bare rate, then

$$
\frac{i}{i_0}=(1-\theta)+q\theta=1-(1-q)\theta,
\qquad \theta=\frac{0.800}{0.95}=0.842.
$$

The larger coverage implies stronger adsorption, and each free energy changes by $-0.7$ kJ/mol.

*Ionic activity.* For a singly charged inhibitor, the Davies estimate at ionic strength 1 mol/L is

$$
\log_{10}\gamma_c=-0.51(0.5-0.3),\qquad \gamma_c=0.79.
$$

Replacing $c$ by $\gamma_c c$ changes each free energy by $RT\ln\gamma_c=-0.6$ kJ/mol. This ionic strength lies beyond the formula's safe range, so only the rough size is meaningful.

*Molecular size.* Let one inhibitor cover $m$ water sites, with $\theta$ now the covered area fraction. Flory-type mixing gives, per mole of water sites,

$$
f=\frac{\theta}{m}(\mu_s^\circ-\mu)
+RT\left[\frac{\theta}{m}\ln\theta+(1-\theta)\ln(1-\theta)\right].
$$

Setting $m\,df/d\theta=0$ gives

$$
\mu_s^\circ-\mu+RT\left[\ln\theta+1-m-m\ln(1-\theta)\right]=0,
$$

and hence

$$
K_c c=\frac{\theta e^{1-m}}{(1-\theta)^m}.
$$

For $m=1$ this is the Langmuir law. For $m=3$ and $\theta=0.800$ the right side is 13.5 in place of 4, which changes each free energy by $-3.0$ kJ/mol. The value rests on Flory's approximate count of arrangements, and on the surface reference used here: absorbing $e^{1-m}$ into the constant would move it by a further $-2RT$, or about $-5$ kJ/mol. With this $f$, $\mu_s^\circ$ is no longer the chemical potential at half coverage and $K_c$ is no longer the initial slope; referred to half coverage, the change would be $-4.5$ kJ/mol.

None of these four changes alters $\Delta G_x-\Delta G_c$, because each enters through the common surface term, the inferred coverage or the common activity of the solute. For each case, minimizing the modified free energy with either reference gave the same coverage to within $10^{-4}$.

**Relation to real steel.** The chosen current densities, the sub-millimolar concentration and $K_c=10^4$ L/mol are round values in the rough range for organic inhibitors on mild steel in acid. Real steel has unequal sites, and an inhibitor may change the reaction rate on bare metal as well as block area. Chloride from the acid also adsorbs on steel, so the inhibitor may have to compete with chloride as well as water. The fitted free energies then depend on the acid used and do not describe exchange with water alone. The electrode potential, assumed fixed in $\mu_s^\circ$, may also move. The estimates above show that plausible departures from the model can change an inferred free energy by several kJ/mol.

One current reading cannot test the isotherm. Several concentrations are needed, for which the Langmuir law rearranges to

$$
\frac{c}{\theta}=c+\frac1{K_c}.
$$

A plot of $c/\theta$ against $c$ should then be straight with unit slope. If it is not, changing the reference state cannot repair the model. The conversion between references remains valid for the standard states, but the fitted $K_c$ may no longer have the simple meaning derived in part (b). Nor does a nearly straight plot prove the Langmuir law: repulsion of the size estimated above can still give points that look straight, with a slope only slightly above one when most of the coverages are high. At lower coverages the slope departs further from one. The computed values are collected in the numerical output below.

## Calculated quantities

```
Temperature: 298.15 K
RT: 2.4790 kJ/mol
Water density: 997.05 g/L
Water molar mass: 18.015 g/mol
Pure water concentration: 55.346 mol/L
ln(c_w/c0): 4.0136
Shift dG_x - dG_c: -9.950 kJ/mol
Shift per molecule: -0.1031 eV
Mixture gap, 0.01 mol solute: 9.9463 kJ/mol
Mixture gap, 0.001 mol solute: 9.9492 kJ/mol
Lattice exchange energy input: -33.000 kJ/mol
Lattice theta 0.2318: dG_x -33.000, dG_c -23.051 kJ/mol
Lattice theta 0.5470: dG_x -33.000, dG_c -23.051 kJ/mol
Lattice theta 0.8286: dG_x -33.000, dG_c -23.051 kJ/mol
Blank corrosion current: 500.0 uA/cm2
Inhibited corrosion current: 100.0 uA/cm2
Inhibitor concentration: 4.00e-04 mol/L
Inhibitor mole fraction: 7.2277e-06
Coverage: 0.8000
K_c: 1.0000e+04 L/mol
K_x: 5.5346e+05 (dimensionless)
dG_c: -22.832 kJ/mol
dG_x: -32.782 kJ/mol
Coverage from dG_c and c: 0.80000
Coverage from dG_x and x: 0.80001
Coverage from mixed conventions: 0.99550
Current from mixed conventions: 2.248 uA/cm2
Solute partial molar volume: 0.15 L/mol
Finite-dilution effect: 0.000131 kJ/mol
Rough acid density: 1016 g/L
Acid total particle concentration: 56.37 mol/L
Shift with acid as solvent: -9.995 kJ/mol
Higher temperature: 333.15 K
Water density when hot: 983.2 g/L
Shift when hot: -11.079 kJ/mol
Repulsion at full coverage: 3.0 kJ/mol
Change in each dG, repulsion: -2.400 kJ/mol
Covered/bare corrosion-rate ratio: 0.05
Coverage with film corrosion: 0.8421
Change in each dG, film corrosion: -0.713 kJ/mol
Ionic strength: 1.0 mol/L
Rough activity coefficient: 0.791
Change in each dG, activity: -0.582 kJ/mol
Water sites per large inhibitor: 3
Change in each dG, molecular size: -3.022 kJ/mol
```
